# Shockley's Electron Temperature and the Square-Root Velocity Law, part 1

(Sections cited here and not found follow in the second part.)

## From phonon scattering to the velocity law

Consider electrons in a parabolic, isotropic band of effective mass $m$, with energy $\varepsilon=\hbar^2k^2/2m=mv^2/2$ measured from the band edge. The lattice is at temperature $T$, and $k_B$ is Boltzmann's constant. The field has magnitude $E$, the elementary charge is $e>0$, and the $z$ axis points along the force on an electron, so that the drift velocity $v_d$ is positive. The mobility is $\mu=v_d/E$, and $\mu_0$ is its value as $E\to0$. The sound speed is $c$. Two dimensionless quantities carry the result:

$$
w=\frac{\mu_0E}{c},\qquad x=\frac{T_e}{T},
$$

where $T_e$ is the temperature of the electrons. The gas is nondegenerate, so the exclusion factors in the scattering rates can be dropped. The phonons stay in equilibrium at $T$, whatever the electrons do.

Electrons couple to longitudinal acoustic waves through the deformation potential: a local dilation $\nabla\cdot\mathbf u$ shifts the band edge by $\Xi\,\nabla\cdot\mathbf u$. A mode of wave number $q$ and frequency $\omega=cq$, in a crystal of mass density $\rho$ and volume $V$, has the quantum amplitude $\sqrt{\hbar/2\rho V\omega}$. The gradient supplies a factor $q$, so the squared matrix element is

$$
|M|^2=\Xi^2q^2\frac{\hbar}{2\rho Vcq}\left(N+\tfrac12\pm\tfrac12\right)
=\frac{\Xi^2\hbar q}{2\rho Vc}\left(N+\tfrac12\pm\tfrac12\right),
$$

with the upper sign for emission and the lower for absorption. Equipartition means $\hbar\omega\ll k_BT$, for which $N\approx N+1\approx k_BT/\hbar cq$. The sum of the two processes is then

$$
|M|^2_{\rm em}+|M|^2_{\rm abs}=2\,\frac{\Xi^2\hbar q}{2\rho Vc}\,\frac{k_BT}{\hbar cq}
=\frac{\Xi^2k_BT}{\rho Vc^2}.
$$

The wave number has cancelled: long waves strain the crystal less per quantum, but are more strongly populated. To leading order the collision is also elastic, so every final direction on the energy surface is equally likely. The density of final states per unit volume, without spin flip, is $mk/2\pi^2\hbar^2$, and the golden rule gives the total rate

$$
\frac1\tau=\frac{2\pi}{\hbar}\,\frac{\Xi^2k_BT}{\rho c^2}\,\frac{mk}{2\pi^2\hbar^2}
=\frac{\Xi^2k_BT\,mk}{\pi\hbar^3\rho c^2}.
$$

This rate is proportional to speed. Writing it as $1/\tau=v/l$ with $v=\hbar k/m$ defines a mean free path

$$
\frac1l=\frac{m^2\Xi^2k_BT}{\pi\hbar^4\rho c^2},
$$

which does not depend on the electron's energy. A fast electron covers the same distance between collisions as a slow one, and therefore has less time to be accelerated. This is the origin of the falling mobility.

To find the mobility, split the distribution into an isotropic part $f_0(\varepsilon)$ and a smaller part $f_1$ that is odd in $v_z$. The force $eE$ changes $k_z$ at the rate $eE/\hbar$, and $\partial f_0/\partial k_z=\hbar v_z\,df_0/d\varepsilon$. Collisions that scatter isotropically remove the odd part at the rate $1/\tau$ and return nothing to it, since the electrons scattered in have no preferred direction. In the steady state

$$
eEv_z\frac{df_0}{d\varepsilon}=-\frac{f_1}{\tau},\qquad
f_1=-eE\,\frac{l}{v}\,v_z\frac{df_0}{d\varepsilon}.
$$

Now assume that $f_0$ is a Maxwellian, $f_0\propto e^{-\varepsilon/k_BT_e}$. Phonon scattering by itself does not produce this form in a field; what is needed for it, and what changes without it, is taken up in the second half. With $df_0/d\varepsilon=-f_0/k_BT_e$ and angular brackets for averages over $f_0$,

$$
v_d=\frac{eE\,l}{k_BT_e}\left\langle\frac{v_z^2}{v}\right\rangle
=\frac{eE\,l\,\langle v\rangle}{3k_BT_e},
$$

because $v_z^2$ averages to $v^2/3$ over directions. The density of states is proportional to $\sqrt\varepsilon$, so

$$
\langle v\rangle=\sqrt{\frac2m}\,
\frac{\int_0^\infty\varepsilon\,e^{-\varepsilon/k_BT_e}d\varepsilon}
{\int_0^\infty\sqrt\varepsilon\,e^{-\varepsilon/k_BT_e}d\varepsilon}
=\sqrt{\frac{2k_BT_e}{m}}\,\frac{1}{\sqrt\pi/2}
=\sqrt{\frac{8k_BT_e}{\pi m}}.
$$

Insert this, and use $\sqrt{8/\pi}=4/\sqrt{2\pi}$:

$$
\mu=\frac{4el}{3\sqrt{2\pi mk_BT_e}}.
$$

The mean free path depends on the phonon temperature $T$, not on $T_e$. At fixed lattice temperature, therefore,

$$
\mu=\mu_0\sqrt{\frac{T}{T_e}}=\frac{\mu_0}{\sqrt x},\qquad
\mu_0=\frac{4el}{3\sqrt{2\pi mk_BT}}.
$$

The expansion requires $f_1$ to be small. The formula for $f_1$ gives $f_1/f_0=r\cos\theta$, with $\theta$ the angle to the force and $r=eEl/k_BT_e$. Eliminating $l$ through $\mu_0$ gives

$$
r=\frac{3\sqrt{2\pi}}4\,\frac wx\sqrt{\frac{mc^2}{k_BT}} .
$$

This ratio will be bounded once $x(w)$ is known.

The electron temperature is still undetermined, because elastic collisions cannot remove the energy supplied by the field. The small energy of each phonon must now be kept. Since final directions are isotropic, $q^2=|\mathbf k'-\mathbf k|^2=2k^2(1-\cos\theta')$, with $\theta'$ the scattering angle, averages to $2k^2$. The mean square energy exchanged per collision is

$$
\langle(\hbar\omega)^2\rangle_{\rm coll}=\hbar^2c^2\,2k^2=4mc^2\varepsilon .
$$

Many small gains and losses make the energy diffuse. The diffusion coefficient is half the mean square step times the collision rate:

$$
D(\varepsilon)=\frac12\,4mc^2\varepsilon\,\frac vl=\frac{2mc^2\varepsilon v}{l}.
$$

Besides diffusion there is a systematic drift toward lower energy, because emission is slightly more likely than absorption. It need not be computed separately. Let $g(\varepsilon)\propto\sqrt\varepsilon$ be the density of states, $A$ the systematic rate of energy change, and $J$ the upward flux of electrons along the energy axis. For small steps

$$
J=Agf_0-\frac{d}{d\varepsilon}(Dgf_0).
$$

Detailed balance requires $J=0$ when $f_0=e^{-\varepsilon/k_BT}$, the equilibrium at the phonon temperature. That condition fixes the drift:

$$
Ag=\frac{d(Dg)}{d\varepsilon}-\frac{Dg}{k_BT}.
$$

Substituting it back for a general $f_0$, the terms in $d(Dg)/d\varepsilon$ cancel and leave

$$
J=-gD\left(\frac{df_0}{d\varepsilon}+\frac{f_0}{k_BT}\right).
$$

Conservation of electrons reads $\partial(gf_0)/\partial t=-\partial J/\partial\varepsilon$. Multiplying by $\varepsilon$ and integrating by parts, with $\varepsilon J$ vanishing at both ends, shows that the total energy changes at the rate $\int J\,d\varepsilon$. The power lost per electron is thus $P=-\int J\,d\varepsilon/\int gf_0\,d\varepsilon$. For a Maxwellian at $T_e$,

$$
P=\langle D\rangle\left(\frac1{k_BT}-\frac1{k_BT_e}\right)
=\frac{2mc^2}{l}\langle\varepsilon v\rangle\,\frac{T_e-T}{k_BTT_e}.
$$

The remaining average follows from the same integrals as before:

$$
\frac{\langle\varepsilon v\rangle}{\langle v\rangle}
=\frac{\int_0^\infty\varepsilon^2e^{-\varepsilon/k_BT_e}d\varepsilon}
{\int_0^\infty\varepsilon\,e^{-\varepsilon/k_BT_e}d\varepsilon}=2k_BT_e .
$$

The factor $k_BT_e$ cancels against the denominator, so

$$
P=\frac{4mc^2\langle v\rangle}{l}\,(x-1).
$$

Since $\langle v\rangle/l$ is the mean collision rate, an electron loses on average $4mc^2(x-1)$ per collision. The loss vanishes at $T_e=T$, as it must.

In the steady state the Joule heat $eEv_d=e\mu E^2$ equals $P$. Put in $\mu=\mu_0/\sqrt x$, and replace the mean free path by $l=3\mu_0\sqrt{2\pi mk_BT}/4e$:

$$
\frac{e\mu_0E^2}{\sqrt x}
=4mc^2\,\frac{4e}{3\mu_0\sqrt{2\pi mk_BT}}
\sqrt{\frac{8k_BTx}{\pi m}}\,(x-1).
$$

The quotient of the two square roots is $\sqrt{4x/\pi^2m^2}=2\sqrt x/\pi m$. The mass cancels, and the right side becomes $(32ec^2/3\pi\mu_0)\sqrt x\,(x-1)$. Multiplication by $\mu_0\sqrt x/ec^2$ gives

$$
w^2=\frac{32}{3\pi}\,x(x-1).
$$

This is the quadratic $x^2-x-3\pi w^2/32=0$. One root is negative for $w>0$; the other is Shockley's electron temperature,

$$
\boxed{\;\frac{T_e}{T}=\frac12\left[1+\sqrt{1+\frac{3\pi}{8}\left(\frac{\mu_0E}{c}\right)^2}\,\right],
\qquad v_d=\mu_0E\sqrt{\frac T{T_e}}\;}
$$

The coupling and the mass enter through $\mu_0$ alone. A stronger coupling shortens the mean free path, which both reduces the heating and speeds the cooling, and the measured low-field mobility accounts for both.

At low field, expanding the root gives $x\approx1+3\pi w^2/32$ and hence $v_d\approx\mu_0E(1-3\pi w^2/64)$. The first departure from Ohm's law is quadratic in the field. At high field the square root dominates:

$$
x\approx\frac12\sqrt{\frac{3\pi}8}\,w,\qquad
v_d=\frac{cw}{\sqrt x}\approx\sqrt2\left(\frac8{3\pi}\right)^{1/4}\sqrt{\mu_0cE}
=1.357\sqrt{\mu_0cE}.
$$

The powers can be read from the balance. The mobility falls as $T_e^{-1/2}$, so the Joule heat goes as $E^2T_e^{-1/2}$. The loss grows as $T_e^{3/2}$ when $T_e\gg T$. Equating them gives $T_e\propto E$, and then $v_d\propto E\,T_e^{-1/2}\propto\sqrt E$.

Between the limits the local exponent shows how far a given field is from either. Differentiating the logarithm of $w^2\propto x^2-x$,

$$
2\,d\ln w=\frac{(2x-1)\,dx}{x(x-1)}=\frac{2x-1}{x-1}\,d\ln x .
$$

Since $v_d\propto w\,x^{-1/2}$ at fixed $\mu_0$ and $c$,

$$
\frac{d\ln v_d}{d\ln E}=1-\frac12\frac{d\ln x}{d\ln w}
=1-\frac{x-1}{2x-1}=\frac{x}{2x-1}.
$$

It decreases from 1 at $x=1$ toward $\tfrac12$. In this model the velocity therefore keeps rising with field: it neither saturates nor shows negative differential mobility. In particular the sound speed is no ceiling. Setting $v_d=c$ means $w^2=x$, and the balance then gives $x=1+3\pi/32=1.29$ and $w=1.14$, a point that the curve passes smoothly.

The ohmic line and the square-root law cross where $w=1.357\sqrt w$, that is at $w=2\sqrt{8/3\pi}=1.84$. There $3\pi w^2/8=4$, so $x=(1+\sqrt5)/2=1.62$, and the true velocity is 21% below the common value of the two asymptotes. The approach to the square root is slow. With $s=\sqrt{3\pi/8}\,w$, the ratio of $v_d$ to its asymptote is $\sqrt{s/2x}\approx1-1/2s$ for large $s$. A shortfall of 5% requires $s\approx10$, or $w\approx9$.

The high-field regime also has an upper edge. A typical electron of energy $\tfrac32k_BT_e$ exchanges phonons of root-mean-square energy $\sqrt{6mc^2k_BT_e}$. Equipartition asks that this be well below $k_BT$, or

$$
x\ll\frac{k_BT}{6mc^2}.
$$

As electrons heat, they reach phonons of larger wave number, which are not classically populated. The square-root law thus needs $w\gg1$ while $x$ still satisfies this inequality, and such a window exists when $mc^2$ is a very small fraction of $k_BT$. Near-isotropy makes a similar demand. The ratio $w/x$ rises with field to $2\sqrt{8/3\pi}$, so that $r$ stays below $\sqrt{12mc^2/k_BT}$. The factor 12 makes this a stricter condition than $mc^2\ll k_BT$ might suggest.

## The electron distribution and an example in diamond

The symbols are those of the first half: $w=\mu_0E/c$ is the scaled field, $x=T_e/T$ the temperature ratio, $l$ the energy-independent mean free path, $g\propto\sqrt\varepsilon$ the density of states, and $D=2mc^2\varepsilon v/l$ the energy diffusion coefficient due to phonons. For a Maxwellian at $T_e$ the results were $\mu=el\langle v\rangle/3k_BT_e=\mu_0/\sqrt x$, the loss $P=4mc^2\langle v\rangle(x-1)/l$, and the balance $w^2=(32/3\pi)x(x-1)$.

The Maxwellian form was assumed. Collisions between electrons can establish it if they share energy faster than the phonons remove it. They must also be slower than the relaxation of momentum by phonons; otherwise they reshape $f_1$ as well. Both ways of violating this ordering can be worked out.

Suppose first that electrons do not collide with one another. An electron gains energy from the field at the rate $eEv_z$, so the field drives through each energy the upward flux $g$ times the angular average of $eEv_zf_1$. With $f_1=-eE(l/v)v_z\,df_0/d\varepsilon$ this flux is $-g(e^2E^2lv/3)\,df_0/d\varepsilon$. The field acts as a second diffusion coefficient, $D_E=e^2E^2lv/3$. In the steady state no electrons accumulate at any energy, and none enter at $\varepsilon=0$, so the total flux vanishes:

$$
(D+D_E)\frac{df_0}{d\varepsilon}+D\frac{f_0}{k_BT}=0 .
$$

Let $u=\varepsilon/k_BT$. The ratio of the coefficients is

$$
\frac{D_E}{D}=\frac{e^2E^2l^2}{6mc^2\varepsilon}=\frac\beta u,\qquad
\beta=\frac{e^2E^2l^2}{6mc^2k_BT}=\frac{3\pi}{16}w^2,
$$

where the last form uses $e^2l^2=9\mu_0^2\,2\pi mk_BT/16$. Then

$$
\frac{d\ln f_0}{du}=-\frac{u}{u+\beta}=-1+\frac{\beta}{u+\beta},
\qquad f_0\propto\left(1+\frac u\beta\right)^{\beta}e^{-u}.
$$

This is the Davydov distribution. Its drift velocity follows from averaging $v_zf_1$, with one integration by parts, $-\int\varepsilon f_0'\,d\varepsilon=\int f_0\,d\varepsilon$. Normalizing to the low-field value, where $f_0=e^{-u}$, gives

$$
v_d=\mu_0E\,\frac{\sqrt\pi}{2}\,
\frac{\int_0^\infty f_0\,du}{\int_0^\infty\sqrt u\,f_0\,du}.
$$

For large $\beta$ the logarithm expands as $\beta\ln(1+u/\beta)-u\approx-u^2/2\beta$. The next term, $u^3/3\beta^2$, is of order $\beta^{-1/2}$ in the range $u\sim\sqrt\beta$ that matters. The two integrals become $\sqrt{\pi\beta/2}$ and, with the substitution $u=\sqrt{2\beta s}$, $\tfrac12(2\beta)^{3/4}\Gamma(3/4)$. Therefore

$$
v_d\approx\mu_0E\,\frac{\pi\,2^{-5/4}}{\Gamma(3/4)}\beta^{-1/4}
=\frac{\pi\,2^{-5/4}}{\Gamma(3/4)}\left(\frac{16}{3\pi}\right)^{1/4}\sqrt{\mu_0cE}
=1.230\sqrt{\mu_0cE}.
$$

The square-root law survives without an electron temperature. Its coefficient is 9% below the Maxwellian 1.357.

In the opposite case electron-electron collisions dominate momentum exchange too, and the whole distribution becomes a Maxwellian displaced by $v_d$. To first order it is $f_0(1+mv_zv_d/k_BT_e)$. These collisions conserve total momentum, so the force is balanced by phonon friction:

This balance is evaluated in the next part, which also tests Shockley's law numerically and applies it to diamond. So far, the law has been derived for a Maxwellian distribution, and its square-root form at high field has been shown to survive without electron-electron collisions, with a coefficient 9% lower.
